# Why a PAW dataset keeps the functional that generated it

**The argument under comment.** The manuscript computes PBE energies with PAW datasets generated in LDA, and defends the choice with two premises: that PAW is an all-electron method, and that the linear map restores the true orbitals with their nodes while the exchange-correlation energy is evaluated with PBE on the full density, core included. It concludes that the dataset is a numerical device and that the functional used to make it drops out.

The two premises are acceptable if "all-electron" means that valence orbitals are reconstructed and the core density is present. The conclusion does not follow. Evaluating a new functional on a stored density does not make that density the one the new functional would produce. The objection has to be made separately for the frozen core, the partial waves and the local potential $\bar v$, because their errors behave differently.

I call the generating functional $A$ and the functional of the calculation $B$. I use Hartree atomic units, real orbitals, and a non-relativistic, spherical, spin-restricted atom with one valence $s$ orbital holding $f$ electrons. Both functionals are semilocal: their energy density at a point depends on the density there and possibly on its gradient.

**What is stored.** The generating atom has the effective potential $v_A$ and frozen core density $n_c$. Its partial waves satisfy

$$ (T+v_A-\varepsilon_i)\phi_i=0,\qquad T=-\tfrac12\nabla^2 . $$

Each $\phi_i$ has a smooth partner $\tilde\phi_i$, equal to it outside a sphere $\Omega$ and joined with matching value and slope. For simplicity I take norm-matched waves, $\langle\phi_i|\phi_j\rangle_\Omega=\langle\tilde\phi_i|\tilde\phi_j\rangle_\Omega$, so the PAW overlap operator is the identity. General PAW does not require this.

With projectors obeying $\langle\tilde p_i|\tilde\phi_j\rangle=\delta_{ij}$, the reconstructed orbital is

$$ \psi=\tilde\psi+\sum_i(\phi_i-\tilde\phi_i)c_i,\qquad c_i=\langle\tilde p_i|\tilde\psi\rangle . $$

Let $\tilde n$ be the smooth density, including a smooth core $\tilde n_c$ that equals $n_c$ outside $\Omega$. Let $\hat n$ be a fixed compensation charge in $\Omega$. Counting electrons as positive, its integral is $\int_\Omega(n_c-\tilde n_c)-Z$. A smooth effective potential $\tilde v$ is chosen inside the sphere, equal to $v_A$ outside it, and then unscreened with the smooth density of the generating atom:

$$ \bar v=\tilde v-v_H[\tilde n+\hat n]-v_{xc}^A[\tilde n]. $$

Thus $n_c$ comes from a self-consistent $A$ atom, $\phi_i$ from its potential, and $\bar v$ contains $v_{xc}^A$ explicitly. The projectors inherit $A$ through $\tilde v$ and $\tilde\phi_i$. Selecting $B$ at run time changes none of these objects.

**When the waves and $\bar v$ do no harm.** Define the one-centre orbitals $\psi^1=\sum_i\phi_ic_i$ and $\tilde\psi^1=\sum_i\tilde\phi_ic_i$, and let $n^1$ and $\tilde n^1$ be their densities in $\Omega$, including $n_c$ and $\tilde n_c$ respectively. Write $(a|b)$ for the Coulomb integral $\iint a(\mathbf r)b(\mathbf r')/|\mathbf r-\mathbf r'|$, $t[\psi]=\frac12\int|\nabla\psi|^2$, and $T_c$ for the core kinetic energy. The PAW energy is $E=\tilde E+E^1-\tilde E^1$, where

$$ \tilde E=T_c+f\,t[\tilde\psi]+\tfrac12(\tilde n+\hat n|\tilde n+\hat n)+E_{xc}[\tilde n]+\int\bar v\tilde n, $$

$$ E^1=f\,t_\Omega[\psi^1]+\tfrac12(n^1|n^1)-Z\!\int_\Omega\frac{n^1}{r}+E_{xc,\Omega}[n^1], $$

$$ \tilde E^1=f\,t_\Omega[\tilde\psi^1]+\tfrac12(\tilde n^1+\hat n|\tilde n^1+\hat n)+E_{xc,\Omega}[\tilde n^1]+\int_\Omega\bar v\tilde n^1 . $$

Suppose that $\tilde\psi=\tilde\psi^1$ inside $\Omega$: the smooth orbital is spanned by the smooth waves. Then $\tilde n=\tilde n^1$ there. The smooth kinetic and exchange-correlation terms inside cancel, leaving the true terms inside and the common terms outside. The two $\bar v$ integrals cancel as well, because $\bar v$ vanishes outside $\Omega$: there $\tilde v=v_A$, the smooth reference density equals the true one, and the spherical charge $\tilde n+\hat n$ has the same total inside $\Omega$ as the true electrons plus nucleus, so its potential outside is the true electrostatic potential.

For the electrostatics, put $b=\tilde n^1+\hat n$ and let $n_o$ be the density outside. The smooth Coulomb energy is

$$ \tfrac12(b+n_o|b+n_o)=\tfrac12(b|b)+(b|n_o)+\tfrac12(n_o|n_o). $$

The first term is removed by $\tilde E^1$. Norm matching gives $b$ the total charge $\int_\Omega n^1-Z$. Since both distributions are spherical, they have the same potential outside, so

$$ (b|n_o)=(n^1|n_o)-Z\int\frac{n_o}{r}. $$

Together with $E^1$, this gives the full electronic Coulomb energy and the full nuclear attraction. Therefore

$$ E_{\rm PAW}[\tilde\psi]=E_{\rm fc}[\psi] $$

for a spanned orbital, for any semilocal functional (the cancellation needs $E_{xc}$ to split into a part inside and a part outside the sphere) and for any $\bar v$ confined to $\Omega$. Here $E_{\rm fc}$ is the all-electron energy with the stored core. This is the sound part of the manuscript's intuition, but its right-hand side still contains the core of $A$.

The condition is also not automatic. The self-consistent $B$ orbital obeys a radial equation with a different potential. If $v_B-v_A$ were constant in the sphere, the new orbital would be an $A$ solution at a shifted energy, and waves at several energies could represent it well. A potential difference that varies with $r$ changes the shape of the solution, and a finite set made from $v_A$ need not contain that shape.

For an unspanned orbital, $\bar v$ has an effect. Replace $\bar v$ by $\bar v+\mu\Delta\bar v$, with $\Delta\bar v$ zero outside $\Omega$, keeping everything else in the dataset. The energy is stationary with respect to the normalized orbital, so only the explicit dependence on $\mu$ contributes:

$$ \frac{dE_{\rm PAW}}{d\mu}=\int_\Omega\Delta\bar v\,(\tilde n-\tilde n^1). $$

The factor in brackets is the density error of the partial-wave expansion. To first order, an inherited $\bar v$ is therefore harmless to the extent that this expansion is good. A second-order effect remains even if the orbital at $\mu=0$ is spanned. The change then adds to the orbital equation the term

$$ \mu\Big(\Delta\bar v\,\tilde\psi-\sum_i\tilde p_i\langle\tilde\phi_i|\Delta\bar v|\tilde\psi\rangle\Big), $$

which has no overlap with any $\tilde\phi_i$ but need not vanish. It can push the orbital out of the span of the smooth waves, and for a minimum this relaxation lowers the energy at order $\mu^2$.

**Why the core is different.** For a given functional $B$, the relaxed energy $E_B$ is a minimum over core and valence orbitals. The frozen-core energy is a minimum over valence orbitals orthogonal to the stored core orbital. This is a search over a subset of the same trial states, hence

$$ E_{\rm fc}\ge E_B . $$

More partial waves can improve the one-centre expansion of the valence orbital inside the sphere. They do not turn the stored core into a variable. The core part of the mismatch vanishes if there is no core, or if $v_B-v_A$, evaluated at the $A$ density, is constant in space. A constant shifts eigenvalues but leaves every orbital unchanged, so the $A$ orbitals then also solve the $B$ problem.

**Why the dataset looks exact in its own atom.** The manuscript may have been encouraged by a test in which a dataset reproduces its reference atom. That success is built into the projectors together with the matching $\bar v$. Define

$$ \chi_j=(\varepsilon_j-T-\tilde v)\tilde\phi_j,\quad B_{ij}=\langle\tilde\phi_i|\chi_j\rangle,\quad \tilde p_i=\sum_j\chi_j(B^{-1})_{ji}. $$

The functions $\chi_j$ vanish outside $\Omega$, where $\tilde v=v_A$ and $\tilde\phi_j=\phi_j$. Duality holds because

$$ \langle\tilde p_i|\tilde\phi_k\rangle=\sum_jB_{kj}(B^{-1})_{ji}=\delta_{ki}. $$

Varying $E_{\rm PAW}$ with respect to $\tilde\psi$ and dividing by $2f$ gives

$$ \Big(T+\tilde v+\sum_{ij}|\tilde p_i\rangle D_{ij}\langle\tilde p_j|\Big)\tilde\psi=\varepsilon\tilde\psi, $$

where $D_{ij}$ is the true minus the smooth one-centre matrix element of kinetic energy plus potential. The local potential in this equation is the self-consistent $v_H[\tilde n+\hat n]+v_{xc}[\tilde n]+\bar v$; by the definition of $\bar v$ it equals the stored $\tilde v$ when the functional is $A$ and $\tilde n$ is the reference density, which is the case used next.

Let $\phi_1$ be the occupied valence orbital of the $A$ atom, and insert $\tilde\psi=\tilde\phi_1$ with functional $A$. Norm matching lets me subtract $\varepsilon_1$ from both parts of $D_{i1}$, and removes the constant potential that outside charges produce inside the sphere. The boundary terms from integrating the kinetic energy by parts are equal for true and smooth waves. Hence

$$ D_{i1}=\langle\phi_i|T+v_A-\varepsilon_1|\phi_1\rangle_\Omega-\langle\tilde\phi_i|T+\tilde v-\varepsilon_1|\tilde\phi_1\rangle_\Omega=0+B_{i1}. $$

The projector term is then $\sum_i\tilde p_iB_{i1}=\chi_1$, while $(T+\tilde v-\varepsilon_1)\tilde\phi_1=-\chi_1$. They cancel, so $\tilde\phi_1$ is a self-consistent solution. It is also spanned, so its energy is the all-electron energy. The proof uses $A$ throughout: recovery of the $A$ atom says nothing about accuracy for $B$.

**The order of the error.** Join the functionals by $F_\lambda=(1-\lambda)A+\lambda B$, and assume that the followed state varies smoothly with $\lambda$. At $\lambda=0$, the relaxed, frozen-core and PAW calculations have the same energy and the same reconstructed density $n_A$, and all three are stationary. Their first derivatives therefore come from the explicit change of functional alone:

$$ \left.\frac{dE}{d\lambda}\right|_0=E_{xc}^B[n_A]-E_{xc}^A[n_A]. $$

In PAW this follows because the smooth exchange-correlation terms cancel for the spanned orbital. The total-energy error in the reference configuration therefore begins at order $\lambda^2$. This explains why a transferred dataset can appear better than it is, but it does not make the error zero at $\lambda=1$.

Nor does it protect energy differences equally well. Let $y$ denote small changes of the core orbital from its stored form, with the valence orbital optimized for each $y$. Let $\delta=2-f$ be the charge removed from a reference atom with $f=2$. To leading order the relaxed core sits at $y_*=a\lambda+b\delta$, where $a$ and $b$ are its responses to the functional and to the removal. Expanding about this minimum with stiffness matrix $\kappa$, and evaluating at the frozen point $y=0$, gives

$$ E_{\rm fc}-E_\lambda=\tfrac12y_*^{T}\kappa y_*=\tfrac12\lambda^2a^T\kappa a+\lambda\delta\,a^T\kappa b+\tfrac12\delta^2b^T\kappa b . $$

The last term is ordinary core relaxation, present even with a matching dataset. The middle term is the cross effect of using the wrong core in a changed configuration. Since the valence eigenvalue is $\partial E/\partial f=-\partial E/\partial\delta$, its error at $\delta=0$ is

$$ \varepsilon_{\rm fc}-\varepsilon_\lambda=-\lambda\,a^T\kappa b+O(\lambda^2). $$

It is first order unless the cross coefficient vanishes. A quadratically small total-energy error does not imply equally small errors in quantities that probe a change of configuration.

**An atomic estimate.** I take Be, with a $1s^2$ core and a $2s^2$ valence shell. $A$ is LDA with Slater exchange and VWN correlation; $B$ is PBE. Relaxed, frozen-core and PAW energies were computed self-consistently on the same radial finite-element basis. The sphere radius is 2.0 bohr. The smooth core is an even quartic joined to $n_c$ at 1.0 bohr, $\tilde v$ is an even quartic with $\tilde v(0)=1$ Ha, and the smooth waves $r\tilde\phi_i$ are the odd polynomials of degree up to 15 with least curvature under the matching conditions. The relaxed and frozen-core numbers below do not depend on these choices; the PAW numbers do. The datasets use the $2s$ wave alone, or the $2s$ wave and a second $s$ wave at 0.728 Ha. The numerical check asserts the spanned-orbital identity, recovery of the reference atoms by matching two-wave datasets, and the orders in $\lambda$ of the frozen-core errors.

The LDA and PBE core densities differ by 0.026 electrons in integrated absolute value, out of two. The relaxed energies are $-14.447209$ Ha and $-14.629948$ Ha, a change of $-0.182739$ Ha. The first-order formula gives $-0.181452$ Ha. The remaining $-0.001287$ Ha, or $-35.0$ meV, is the gain from relaxing the orbitals.

Freezing the LDA core leaves the PBE energy 30.2 meV above its relaxed value. Valence relaxation alone thus recovers $35.0-30.2=4.8$ meV. Most of what the LDA orbitals lack in this atom is a change of core that a PAW calculation with this dataset cannot make.

The quadratic law is visible on the path. The frozen-core error is 1.206 meV at $\lambda=0.2$ and 4.825 meV at $\lambda=0.4$, a ratio of 0.250. Scaling the first value to full PBE gives $25\times1.206=30.15$ meV, close to the direct result of 30.18 meV. The corresponding ratio of the eigenvalue errors is 0.511, close to the value 0.5 of a linear law.

For neutral Be in PBE, the errors relative to the relaxed PBE atom are:

| Calculation | Total energy (meV) | $2s$ eigenvalue (meV) |
|---|---:|---:|
| Frozen LDA core | 30.2 | −5.5 |
| LDA dataset, one wave | 29.8 | −5.9 |
| LDA dataset, two waves | 29.7 | −5.5 |

The PBE dataset with two waves has no total-energy error at the printed precision, as the reference-state proof requires.

The PAW total energies lie 0.42 and 0.44 meV below the frozen-core result for one and two waves. In this dataset the second wave does not reduce the difference, so these two points show no convergence towards the frozen-core energy. The values belong to the construction: with $\tilde v(0)=0$ they are 2.22 and 1.75 meV, with $\tilde v(0)=2$ Ha they are 0.21 and 0.24 meV, and with a sphere of 1.6 bohr the two-wave value is 10.5 meV. The negative sign violates no bound: for an unspanned orbital, the one-centre form of $E_{\rm PAW}$ is no longer the energy of the reconstructed orbital, and the inequality proved for $E_{\rm fc}$ does not apply to it.

The difference is also not a reliable measure of the partial-wave error, because it depends on the choice of $\bar v$. To see this, change $\bar v$ alone, as if PBE had been used in the unscreening inside $\Omega$, and keep the change zero outside the sphere:

$$ \Delta\bar v=v_{xc}^{\rm LDA}[\tilde n_A]-v_{xc}^{\rm PBE}[\tilde n_A]. $$

For the two-wave dataset this potential reaches about 0.09 Ha, roughly 2.5 eV, in magnitude. Yet the energy rises by only 1.75 meV; with one wave it rises by 2.36 meV. (With $\tilde v(0)=0$ the rises are 3.36 and 3.84 meV; with a sphere of 1.6 bohr the two-wave rise is 11.7 meV.) These changes are small compared with the peak value of the potential, whose first-order effect is weighted by $\tilde n-\tilde n^1$ and not by $\tilde n$. They are not small compared with the 0.44 meV difference. Their sign is informative too. If the original orbital were spanned, its energy would not depend on $\bar v$, and letting it relax could only lower the energy. A rise therefore shows that the orbital was not spanned. After the exchange, the PAW energies lie $2.36-0.42=1.94$ meV and $1.75-0.44=1.31$ meV above the frozen-core result. The small original difference therefore does not certify a complete expansion. Replacing $\bar v$ alone is not a repair either.

The one-wave derivative with respect to $\mu$ is 4.59 meV, both from the density formula and from finite differences. The full exchange gives less than this slope because the orbital relaxes as $\mu$ grows, which lowers the energy at second order.

**The error in an energy difference.** Now remove one $2s$ electron. The cation is kept spin-restricted, so this is a test of transferability and not a prediction of the measured ionization energy. The relaxed PBE removal energy is 0.35092 Ha, or 9.549 eV; LDA gives 9.511 eV. The errors relative to relaxed PBE are:

| Calculation | Removal-energy error (meV) |
|---|---:|
| Frozen PBE core | 1.1 |
| Frozen LDA core | 11.5 |
| PBE dataset, two waves | 1.1 |
| LDA dataset, one wave | 10.4 |
| LDA dataset, two waves | 11.4 |

The two frozen-core rows separate the causes. Ordinary core relaxation costs 1.1 meV, and the wrong functional in the core adds $11.5-1.1=10.4$ meV. With two-wave PAW datasets the mismatch is 10.3 meV. For scale, the change from LDA to PBE alters the removal energy by 38.0 meV, so the core mismatch is about 27 per cent of the functional effect being studied.

With this dataset the one-wave result has the smaller total error, but this does not make it the better calculation. It departs from its frozen-core reference by $10.447-11.485=-1.04$ meV, against $11.433-11.485=-0.05$ meV with two waves. The combined effect of its incomplete expansion and the inherited $\bar v$ happens to offset part of the core error. The offset is not general: with $\tilde v(0)=0$ the one-wave error is 13.1 meV against 11.8 meV with two waves. The two-wave error stays between 11.3 and 11.8 meV when $\tilde v(0)$, the two radii or the second energy are varied. The small two-wave departure is itself a difference of two larger ones, $-0.44$ meV in the atom and about $-0.50$ meV in the cation, so it does not show convergence in the number of waves.

The errors of atom and cation largely cancel in the removal energy: the neutral atom lies 30.2 meV too high and the cation $30.2+11.5=41.7$ meV. The cancellation is incomplete, as the $\delta$-dependent terms of the expansion lead one to expect; the expansion does not give the size of the residue at $\delta=1$. Nor can the removal error be read from the neutral eigenvalue. Integrating $\varepsilon=\partial E/\partial f$ over the removed electron shows that the eigenvalue error must average $-11.5$ meV between $f=1$ and $f=2$, whereas at $f=2$ it is $-5.5$ meV. Removing a whole electron is too large a change for the linear estimate.

**What the manuscript should do.** The PBE calculations should use datasets generated with PBE. This removes the functional mismatch in the reference atom, but not the ordinary frozen-core error in other configurations. If no such dataset is available, the comparison above should be made for each element, with configurations that resemble the chemical changes of interest: relaxed $B$, frozen $B$ core, frozen $A$ core, and PAW with the $A$ dataset. The first three isolate core relaxation and core mismatch; the fourth shows the further effect of the partial waves and $\bar v$. The Be values should not be carried over to another element, nor taken as a bound on errors in a molecule or solid.

The claim that the generating functional drops out should be withdrawn. The supportable statement is that PAW evaluates the new functional on a density whose core, and in part whose valence representation, still come from the old one.

## Table of computed values

```
Sphere radius, core smoothing radius: 2.0, 1.0 bohr
Partial-wave energies (LDA): -0.20574, 0.72772 Ha
AE energy LDA: -14.447209 Ha
AE energy PBE: -14.629948 Ha
2s eigenvalue LDA: -0.205744 Ha
2s eigenvalue PBE: -0.206120 Ha
PBE dE/df by finite difference: -0.206122 Ha
Integral |n_core PBE - n_core LDA|: 0.02577 electrons
Largest change of vbar on unscreening: 0.08938 Ha
-- total energy of neutral Be, PBE, error against AE PBE
Frozen LDA core: 30.1800 meV
PAW, LDA dataset, 1 wave: 29.7588 meV
PAW, LDA dataset, 2 waves: 29.7363 meV
PAW, PBE dataset, 2 waves: 0.0000 meV
PAW minus frozen LDA core, 1 wave: -0.4212 meV
PAW minus frozen LDA core, 2 waves: -0.4437 meV
-- 2s eigenvalue, PBE, error against AE PBE
Frozen LDA core: -5.4750 meV
PAW, LDA dataset, 1 wave: -5.9335 meV
PAW, LDA dataset, 2 waves: -5.4849 meV
-- removal of one 2s electron, spin-restricted
AE LDA: 9.51099 eV
AE PBE: 0.350920 Ha = 9.54902 eV
AE PBE minus AE LDA: 38.031 meV
Error, frozen PBE core: 1.0942 meV
Error, frozen LDA core: 11.4854 meV
Core mismatch (LDA core - PBE core): 10.3912 meV
Error, PAW PBE dataset, 2 waves: 1.1234 meV
Error, PAW LDA dataset, 1 wave: 10.4470 meV
Error, PAW LDA dataset, 2 waves: 11.4330 meV
PAW dataset mismatch, 2 waves: 10.3096 meV
-- tests of the mechanism
Core energy error at lam=0.2: 1.20593 meV
Core energy error at lam=0.4: 4.82501 meV
Ratio of energy errors: 0.2499
Ratio of eigenvalue errors: 0.5106
First-order energy change, formula: -0.181452 Ha
First-order energy change, PAW: -0.181452 Ha
Largest error for spanned orbital: 3.5e-13 Ha
vbar exchanged, 1 wave: 2.36184 meV
vbar exchanged, 2 waves: 1.74979 meV
vbar derivative, formula: 4.59022 meV
vbar derivative, finite difference: 4.59012 meV
```
